# Segment length for Frank-Read bowing in a strained film

## Problem

A film with a cubic crystal structure and a free (001) surface is strained by 1 percent along both in-plane directions. It slips on {111} planes along <110> directions. A dislocation segment in the film is held at its two ends. Take the Burgers vector length as $b=0.4$ nm, Poisson's ratio as $\nu=0.28$, and the stress needed to make a segment of length $L$ act as a Frank-Read source as $Gb/L$, where $G$ is the shear modulus.

(a) How long must the segment be?

(b) How does the answer change as the film relaxes?

(c) How far can the answer be trusted for a germanium-like film 50 nm thick at 800 K?

## Solution

### The stress in the film

Let $z$ be the film normal and $\epsilon$ the in-plane strain, so that $\epsilon_{xx}=\epsilon_{yy}=\epsilon$. The film is taken as elastically isotropic and not yet relaxed. Hooke's law is

$$\sigma_{ij}=\lambda(\epsilon_{xx}+\epsilon_{yy}+\epsilon_{zz})\delta_{ij}+2G\epsilon_{ij},\qquad \lambda=\frac{2G\nu}{1-2\nu}.$$

The top surface carries no load, so $\sigma_{zz}=0$:

$$\lambda(2\epsilon+\epsilon_{zz})+2G\epsilon_{zz}=0
\quad\Rightarrow\quad
\epsilon_{zz}=-\frac{2\lambda}{\lambda+2G}\,\epsilon .$$

Since $\lambda+2G=2G(1-\nu)/(1-2\nu)$, the ratio $\lambda/(\lambda+2G)$ is $\nu/(1-\nu)$, and

$$\epsilon_{zz}=-\frac{2\nu}{1-\nu}\,\epsilon .$$

The term with $\lambda$ is the same in $\sigma_{xx}$ and $\sigma_{zz}$ and drops out of their difference. Because $\sigma_{zz}=0$, that difference is the film stress itself:

$$\sigma=\sigma_{xx}-\sigma_{zz}=2G(\epsilon-\epsilon_{zz})
=2G\,\frac{1+\nu}{1-\nu}\,\epsilon .$$

For $\nu=0.28$ this is $\sigma=3.556\,G\epsilon$. With a rough $G=50$ GPa and $\epsilon=0.01$, the stress is 1.78 GPa and the film normal strain is $-0.78$ percent.

### The part of the stress that drives slip

Let $\mathbf m$ be the unit normal of a slip plane and $\mathbf s$ the unit vector along the Burgers vector. The biaxial stress tensor is $\sigma(\delta_{ij}-\delta_{iz}\delta_{jz})$, so the resolved shear stress is

$$\mathbf s\cdot\boldsymbol\sigma\cdot\mathbf m=\sigma(\mathbf s\cdot\mathbf m-s_zm_z)=-\sigma s_zm_z ,$$

because $\mathbf s$ lies in the slip plane and $\mathbf s\cdot\mathbf m=0$. The sign, like the sign of the strain, decides which way the segment bows. Only the magnitude $\tau$ matters for the length.

Every {111} normal has $|m_z|=1/\sqrt3$. Each of the four planes contains three <110> directions: two with $|s_z|=1/\sqrt2$ and one lying in the film plane, with $s_z=0$. Eight of the twelve slip systems are therefore loaded, with

$$\tau=S\sigma,\qquad S=\frac{1}{\sqrt3}\,\frac{1}{\sqrt2}=\frac1{\sqrt6}=0.408 .$$

The other four feel no shear from the misfit, and a segment on one of them cannot be driven by it, whatever its length. In the example $\tau=0.408\times1.778=0.726$ GPa.

### Why the critical stress is $Gb/L$

Give the dislocation a constant line tension $T$, an energy per unit length. On an element $ds$ of a bowed line the stress exerts an outward force $\tau b\,ds$. If the radius of curvature is $R$, the tension at the two ends of the element pulls inward with $T\,ds/R$. Balance requires

$$\tau b=\frac TR,\qquad R=\frac{T}{\tau b}.$$

The equilibrium line is thus a circular arc through both pins. If the arc subtends an angle $2\alpha$ at its centre, its chord is $L=2R\sin\alpha\le 2R$. An equilibrium exists only if $R\ge L/2$, that is, if

$$\tau\le\tau_c=\frac{2T}{bL}.$$

With the usual estimate $T=Gb^2/2$ this gives $\tau_c=Gb/L$. At the critical stress the arc is a semicircle.

To see which arcs are stable, consider trial arcs of height $h$ through the pins. Their radius is $\rho(h)=(h^2+L^2/4)/(2h)$. When an arc advances and sweeps an area $dA$, its length grows by $dA/\rho$, so the energy $W=T\times\text{length}-\tau b\times\text{area}$ changes by

$$dW=\left(\frac T\rho-\tau b\right)dA .$$

The radius $\rho$ is large for a nearly straight line, falls to its minimum $L/2$ at $h=L/2$, and then grows again. Below $\tau_c$, the condition $\rho=R$ has two solutions,

$$h_\mp=R\mp\sqrt{R^2-L^2/4}.$$

Between them $\rho<R$ and $W$ rises; outside them it falls. Within this family of arcs, $h_-$ is therefore a stable resting position and $h_+$ the top of a barrier. At $\tau_c$ the two merge, and above it nothing stops the line.

This was tested by following the motion of a pinned line, divided into 40 intervals, with $T=Gb^2/2$ and the resolved stress found above. A segment of 26.73 nm came to rest at a height of 10.38 nm, against 10.43 nm from the formula for $h_-$. A segment of 28.38 nm did not come to rest and bowed out past a height equal to its own length.

### (a) The required length

Setting the resolved stress equal to the critical stress,

$$S\,\frac{2G(1+\nu)}{1-\nu}\,\epsilon=\frac{Gb}{L}
\quad\Rightarrow\quad
L=\frac{b(1-\nu)}{2S(1+\nu)\epsilon}.$$

The shear modulus cancels because both the film stress and the line tension are proportional to it. The numbers give

$$L=\frac{0.4\ \text{nm}\times0.72}{2\times0.408\times1.28\times0.01}\approx 28\ \text{nm}.$$

This is about 69 Burgers vectors, and the critical semicircle has a radius of about 14 nm. Longer segments on a loaded system also pass their critical shape if the film has room for it; shorter ones bow out and stop.

### (b) Relaxation

The length varies as $1/\epsilon$. If plastic flow has removed half of the strain, $\epsilon$ in the formula is the remaining 0.5 percent, and the required length doubles to 55 nm. At 2 percent it would be 14 nm.

Read the other way, a segment of given length $L$ stops working when the remaining strain has fallen to

$$\epsilon_{\rm stop}=\frac{b(1-\nu)}{2S(1+\nu)L}.$$

A 55 nm source thus stops near 0.5 percent, with strain left in the film. This assumes that the remaining strain is uniform. Loops already emitted and piled up near the source push back on it and would stop it earlier.

The condition says whether a source can run, not how fast the film relaxes. A rate also needs the number of such segments and the dislocation velocity. Nor is it a critical-thickness criterion of the People-Bean kind, which compares the strain energy of the film with the energy of a dislocation and does not ask where the dislocation comes from.

### (c) How far to trust the number

In what follows each correction is made alone, with the strain held at 1 percent and the other settings unchanged.

**Line tension.** The energy of a dislocation depends on the angle $\theta$ between the line and its Burgers vector. In isotropic elasticity the energy per length is

$$E(\theta)=\frac{Gb^2}{4\pi(1-\nu)}(1-\nu\cos^2\theta)\,\Lambda,\qquad \Lambda=\ln\frac{L}{r_0},$$

where $r_0$ is a core radius and $L$ serves as the outer cutoff. $\Lambda$ is held fixed while the line bows.

Let the straight segment lie along $x$ and be either pure edge ($\theta_0=\pi/2$) or pure screw ($\theta_0=0$). The energy is then the same for equal tilts to either side, so the bow is symmetric and its two ends are level, as the pins require. A mixed segment bows unevenly and is not treated here. This leaves out a horizontal segment on a loaded system, which lies at 60 degrees to its Burgers vector. Let the bowed line be $y(x)$ with slope $y'=\tan\alpha$, where $\alpha$ now denotes the local tilt. The energy per unit $x$ is $w=E(\theta_0+\alpha)/\cos\alpha$. Using $d\alpha/dy'=\cos^2\alpha$,

$$\frac{\partial w}{\partial y'}=E'\cos\alpha+E\sin\alpha .$$

Minimizing $\int(w-\tau b\,y)\,dx$ gives $d(\partial w/\partial y')/dx=-\tau b$. Along the segment, $E'\cos\alpha+E\sin\alpha$ must therefore drop by $\tau bL$. Its derivative with respect to $\alpha$ is $(E+E'')\cos\alpha$, and

$$E+E''\propto 1-\nu\cos^2\theta+2\nu\cos2\theta ,$$

which is smallest for an edge line, where it equals $1-2\nu=0.44$, still positive. The available drop thus grows with the tilt until the ends stand at $\alpha=\pm\pi/2$. There the cosine vanishes, and the drop is $E(\theta_0+\pi/2)+E(\theta_0-\pi/2)$. These two energies are equal, since reversing the line direction does not change $E$. Hence

$$\tau_c bL=2E(\theta_0+\pi/2).$$

The energy that counts is that of the line at the pins, turned by 90 degrees from the original segment. An initially edge segment ends as screw, and an initially screw segment ends as edge:

$$L_{\rm edge}=\frac{Gb}{2\pi\tau}\ln\frac{L_{\rm edge}}{r_0},\qquad
L_{\rm screw}=\frac{Gb}{2\pi(1-\nu)\tau}\ln\frac{L_{\rm screw}}{r_0}.$$

Each equation has two roots. The larger is the one wanted, since the smaller has $L$ close to $r_0$, where the logarithm no longer describes the energy. For $r_0=b$ the lengths are 16 nm (edge) and 25 nm (screw). For $r_0=b/4$ they are 24 nm and 36 nm. Because the logarithm grows with $L$, halving the strain now lengthens the segment by a factor of 2.3 to 2.5, not exactly 2 as in part (b). The simple rule $Gb/L$ corresponds to $\Lambda=2\pi$ for the edge segment and to $\Lambda=2\pi(1-\nu)=4.5$ for the screw. It is a convention of reasonable size, not a precise law.

**Cubic elasticity.** Take rough germanium-like constants $C_{11}=130$, $C_{12}=48$ and $C_{44}=67$ GPa. The free surface now gives $\epsilon_{zz}=-2(C_{12}/C_{11})\epsilon$, and

$$\frac{\sigma}{\epsilon}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=143\ \text{GPa},$$

against $3.556\times50=178$ GPa in the isotropic model.

For the line energy, consider a screw along [110] with displacement $u(x,y)$ along the line, where here $x$ is along $[1\bar10]$ and $y$ along [001]. The two shear moduli are $c_x=(C_{11}-C_{12})/2$ and $c_y=C_{44}$. Substituting $y=\eta\sqrt{c_y/c_x}$ turns the elastic energy into

$$\frac12\int(c_xu_x^2+c_yu_y^2)\,dx\,dy=\frac{\sqrt{c_xc_y}}2\int(u_x^2+u_\eta^2)\,dx\,d\eta ,$$

which is the isotropic form with $G$ replaced by

$$K=\sqrt{C_{44}(C_{11}-C_{12})/2}=52\ \text{GPa}.$$

Using $T=Kb^2/2$ for the whole line, an approximation since $K$ belongs to the screw, gives

$$L=\frac{Kb}{S\sigma}=\frac{52.4\times0.4}{0.408\times1.426}\ \text{nm}=36\ \text{nm}.$$

The modulus no longer cancels. The unequal stretches of the film along its cube axes are resisted by the softer shear modulus, $(C_{11}-C_{12})/2=41$ GPa, while the dislocation energy also involves the stiffer $C_{44}$.

**Temperature.** A segment slightly too short can be carried over the barrier between $h_-$ and $h_+$ by thermal motion. Return to constant $T$ and let $\sin a=L/(2R)$ with $a<\pi/2$. The two arcs have lengths $2Ra$ and $2R(\pi-a)$, and enclose areas $R^2(a-\sin a\cos a)$ and $R^2(\pi-a+\sin a\cos a)$. With $\tau b=T/R$,

$$\Delta W=2TR(\pi-2a)-TR(\pi-2a+\sin2a)=TR\,(\pi-2a-\sin2a).$$

In the example $TR=344$ eV, so a segment 5 percent too short faces a barrier of 14 eV. At 800 K, $kT=0.069$ eV. With an assumed attempt rate of $10^{13}$ per second, a wait of about a second allows a barrier near $30kT=2.1$ eV. That shortens the required length by 1.4 percent. Heat thus does little to help the line over this barrier. It can also change the lattice friction, which is considered next.

**Lattice friction.** If the crystal resists glide with a stress $\tau_f$, only $\tau-\tau_f$ bends the line, and $L=Gb/(\tau-\tau_f)$. An assumed $\tau_f=50$ MPa raises $L$ to 30 nm. The correction grows rapidly as $\tau_f$ approaches $\tau$, and for a fixed $\tau_f\ge\tau$ no segment operates. In germanium, however, heat helps the line to glide, and the resistance depends on its speed. A fixed $\tau_f$ is then only a rough stand-in, and a slowly moving line may still advance where this formula forbids it.

**The free surface.** A straight screw at depth $d$, parallel to the surface, has a stress $Gb/(2\pi r)$ at distance $r$. An opposite screw at height $d$ above the surface cancels the traction there. At the real dislocation, a distance $2d$ away, this image produces

$$\tau_{\rm im}=\frac{Gb}{4\pi d}.$$

At mid-depth, $d=25$ nm, this is 64 MPa, or 9 percent of the resolved stress. The value grows as the line nears the surface: at a depth of 14 nm, which the top of an upward critical semicircle would reach, the same formula gives about 16 percent. The image pulls towards the surface, helping a segment that bows upward and hindering one that bows downward. This is only a guide to the size of the effect. A screw parallel to the surface has $s_z=0$ and is not itself loaded by the misfit, and on an inclined slip plane only the part of the vertical pull that lies in the plane drives glide.

The film must also have room for the bow. The steepest direction in a {111} plane has a vertical component $\sqrt{1-1/3}=\sqrt{2/3}$. For a horizontal segment the critical semicircle therefore spans a height

$$\frac L2\sqrt{\frac23}=11\ \text{nm}.$$

This fits above or below the middle of a 50 nm film. Closing a full loop behind the pins needs far more space. With constant line tension and a speed proportional to the net force, a segment 3 percent longer than critical rises more than 100 nm before its two arms meet. In this film a horizontal segment at mid-depth therefore meets a boundary first: the free surface if it bows upward, the interface with the substrate if it bows downward. The length found here is the condition for the segment to break away from its resting arc; it does not ensure that closed loops are emitted again and again. In a film thinner than about 11 nm, a horizontal segment of this length would meet a boundary before reaching its critical shape, and the Frank-Read condition would not apply as it stands.

### Table of cases

| Case | $L$ (nm) |
|---|---:|
| Simple estimate, 1 percent strain | 28 |
| Same, 0.5 percent | 55 |
| Same, 2 percent | 14 |
| Initial edge, $r_0=b$ | 16 |
| Initial edge, $r_0=b/4$ | 24 |
| Initial screw, $r_0=b$ | 25 |
| Initial screw, $r_0=b/4$ | 36 |
| Cubic elasticity | 36 |
| Friction of 50 MPa | 30 |

All rows below the third are for 1 percent strain. The corrections are not independent and should not simply be added.

### Comparison with a real film

A strain near 1 percent is in the range met when germanium is grown on a relaxed silicon-germanium layer rich in germanium, and $b=0.4$ nm suits that crystal. The value $\nu=0.28$ is close to the ratio for a pull along a cube axis, $C_{12}/(C_{11}+C_{12})=0.27$, but isotropic averages of the rough cubic constants give about 0.21. Together, $G=50$ GPa and $\nu=0.28$ make the film about 25 percent too stiff for this orientation. Isotropy is an assumption that the real crystal breaks, but it does not account for the whole change from 28 to 36 nm. With the averaged values $G=55$ GPa and $\nu=0.21$, the simple isotropic formula already gives 32 nm. At this strain the Matthews-Blakeslee equilibrium thickness for 60 degree dislocations is only about 10 nm, so a 50 nm film is metastable. Threading dislocations inherited from the buffer can glide and relax it without any Frank-Read source. It may already have relaxed in part at 800 K, in which case the remaining strain must be used. Dislocations in germanium can also split into partials, an effect not sized here.

For such a film the answer to (a) is best read as a few tens of nanometres, the length at which a segment breaks away from its resting arc. The figure of 28 nm belongs to the stated rule $Gb/L$ with isotropic elasticity; the changes of line energy and elastic constants tried here, each taken alone, give values from 16 to 36 nm. This range is not a bound: the cubic constants and the logarithmic energy of an initial screw with $r_0=b/4$ both lengthen the segment, and together they take it to between 45 and 50 nm, close to the film thickness. The numerical output below lists the values in more detail.

## Computed values

```
Burgers vector b = 0.40 nm
Poisson ratio nu = 0.28 (dimensionless)
biaxial strain = 1.00 percent
shear modulus G (rough) = 50 GPa
out-of-plane strain = -0.778 percent
biaxial modulus / G = 3.5556 (dimensionless)
film stress = 1.778 GPa
Schmid factor = 0.4082 (dimensionless)
loaded slip systems = 8 of 12
resolved shear stress = 0.7258 GPa
resolved shear stress / G = 0.01452 (dimensionless)
required segment length L = 27.56 nm
L / b = 68.9 (dimensionless)
critical bow radius = 13.78 nm
L at 0.5 percent strain = 55.1 nm
L at 2.0 percent strain = 13.8 nm
moving line, length 26.73 nm: escaped = False
  arrested height, simulated = 10.38 nm
  arrested height, arc formula = 10.43 nm
moving line, length 28.38 nm: escaped = True
L, log tension, initial edge, r0 = b/1: 16.2 nm
L, log tension, initial edge, r0 = b/4: 24.0 nm
L, log tension, initial screw, r0 = b/1: 25.2 nm
L, log tension, initial screw, r0 = b/4: 35.8 nm
temperature = 800 K
thermal energy kT = 0.0689 eV
barrier unit T R = 344 eV
barrier for L 5 percent short = 14.4 eV
allowed barrier 30 kT = 2.07 eV
thermal shortening of L = 1.37 percent
cubic constants C11, C12, C44 = 130, 48, 67 GPa
cubic biaxial modulus = 142.6 GPa
cubic screw energy factor K = 52.4 GPa
L with cubic elasticity = 36.0 nm
assumed friction stress = 50 MPa
L with friction = 29.6 nm
film thickness = 50 nm
source depth = 25 nm
image stress = 63.7 MPa
image / resolved stress = 8.8 percent
vertical room for critical semicircle = 11.2 nm
```
